# Resonant energy transfer between two dipoles by one-photon exchange, part 2

An excited donor D passes its energy to a ground-state acceptor A by exchanging one photon. Both are neutral point dipoles in vacuum, with $\mathbf R=\mathbf r_A-\mathbf r_D$. Gaussian units are used, repeated Cartesian indices are summed, and $e>0$, $m$ are the electron charge magnitude and mass. The transition dipoles are $\boldsymbol\mu^D$, $\boldsymbol\mu^A$; $E_D$, $E_A$ are the excitation energies, with $E_D=E_A\equiv\hbar ck$ on the energy shell, and $x=kR$. A photon has wave vector $\mathbf p$ and real polarization vector $\mathbf e$; $\mathcal V$ is the quantization volume.

**Part (a).** With $H$ the full Hamiltonian and $G(z)=1/(z-H)$,

$$e^{-iHt/\hbar}=\frac{i}{2\pi}\int_{-\infty}^{\infty}dE\;e^{-iEt/\hbar}\,G(E+i0),\qquad t>0.$$

The emission element of D is $+iN_p\,(\boldsymbol\mu^D\!\cdot\mathbf e)\,e^{-i\mathbf p\cdot\mathbf r_D}$, with $N_p^2=2\pi\hbar cp/\mathcal V$. The transfer amplitude is $M=\mu^A_iV_{ij}\mu^D_j$ with

$$V_{ij}=\int\frac{d^3p}{(2\pi)^3}\,2\pi p\,(\delta_{ij}-\hat p_i\hat p_j)\left[\frac{e^{i\mathbf p\cdot\mathbf R}}{k-p+i0}-\frac{e^{-i\mathbf p\cdot\mathbf R}}{k+p}\right].$$

In the first ordering (first term) D emits first; in the second, non-resonant one, A does.

**Part (b).** For $R>0$, $V_{ij}=-(k^2\delta_{ij}+\partial_i\partial_j)\,e^{ikR}/R$.

**Part (c).** $V_{ij}=V_L\hat R_i\hat R_j+V_T(\delta_{ij}-\hat R_i\hat R_j)$, where

$$V_L=-\frac{2(1-ix)e^{ix}}{R^3},\qquad V_T=\frac{(1-ix-x^2)e^{ix}}{R^3}.$$

$\operatorname{Im}V$ at $R\to0$ gives a dipole's decay rate, $4k^3|\boldsymbol\mu|^2/3\hbar$.

**Part (d).** $F_D(\omega)$ and $g_A(\omega)$ are unit-area distributions of dipole strength for emission by D and absorption by A. The golden rule is

$$\Gamma=\frac{2\pi}{\hbar^2}\int|M(\omega)|^2F_D(\omega)\,g_A(\omega)\,d\omega\approx\frac{2\pi}{\hbar^2}|M|^2J,\qquad J=\int F_D\,g_A\,d\omega .$$

It needs $|M|/\hbar$ small against the line width; the approximate form also needs the width small against $\omega$. Averaging over independent isotropic orientations gives $\langle|M|^2\rangle=\frac{|\boldsymbol\mu^D|^2|\boldsymbol\mu^A|^2}{9}\,V_{ij}V_{ij}^*$ and

$$\langle\Gamma\rangle=\frac{4\pi k^6|\boldsymbol\mu^D|^2|\boldsymbol\mu^A|^2J}{9\hbar^2}\,S(x),\qquad S(x)=\frac3{x^6}+\frac1{x^4}+\frac1{x^2}.$$

For real unit vectors $\hat{\mathbf d}$, $\hat{\mathbf a}$ along the dipoles of D and A, $\kappa_3=\hat a_i(\delta_{ij}-3\hat R_i\hat R_j)\hat d_j$, with $\langle\kappa_3^2\rangle=2/3$.

The final listing includes numerical checks of the mode integral and this average.

## (e) Near zone, far zone and crossover

*Express $\langle\Gamma\rangle$ through the donor emission rate and the acceptor cross-section, identify the two limits, and find how large the middle term can be.*

**Solution.** The spontaneous emission rate of D is the first-order golden rule with the emission element of part (a):

$$A_D=\frac{2\pi}{\hbar}\int\frac{p^2dp\,d\Omega}{(2\pi)^3}\,2\pi\hbar cp\;\mu^{D*}_i\mu^D_j(\delta_{ij}-\hat p_i\hat p_j)\,\frac{\delta(k-p)}{\hbar c}.$$

With $\int d\Omega\,(\delta_{ij}-\hat p_i\hat p_j)=\tfrac{8\pi}3\delta_{ij}$, the numerical factor is $2\pi\cdot2\pi\cdot\tfrac{8\pi}{3}/8\pi^3=\tfrac43$, so $A_D=4k^3|\boldsymbol\mu^D|^2/3\hbar$, as found from $\operatorname{Im}V$.

One photon of frequency $\omega$ in the volume $\mathcal V$ is absorbed by a randomly oriented A at the rate $(2\pi/\hbar^2)\,N^2\,(|\boldsymbol\mu^A|^2/3)\,g_A(\omega)$ with $N^2=2\pi\hbar\omega/\mathcal V$. Dividing by the flux $c/\mathcal V$ gives $\sigma(\omega)=4\pi^2k|\boldsymbol\mu^A|^2g_A(\omega)/3\hbar$, and averaging over the donor line gives $\bar\sigma=4\pi^2k|\boldsymbol\mu^A|^2J/3\hbar$. Then

$$\frac{\langle\Gamma\rangle}{A_D}=\frac{4\pi k^6|\boldsymbol\mu^A|^2J}{9\hbar^2}\cdot\frac{3\hbar}{4k^3}\,S=\pi k^3\,\frac{|\boldsymbol\mu^A|^2J}{3\hbar}\,S=\frac{\bar\sigma k^2}{4\pi}S(x),$$

and since $k^2/x^2=1/R^2$,

$$\frac{\langle\Gamma\rangle}{A_D}=\frac{\bar\sigma}{4\pi R^2}\left(1+\frac1{x^2}+\frac3{x^4}\right).$$

For $x\gg1$ the rate is the number of photons emitted per second times the fraction of the sphere of radius $R$ covered by the cross-section, which is emission followed by absorption. With $A_D$ and $\bar\sigma$ computed by angular quadrature from their golden-rule definitions, $\langle\Gamma\rangle$ divided by $A_D\bar\sigma/4\pi R^2$ was 1.00000100 at $x=1000$, the excess being $1/x^2$. A shell of acceptors of number density $n$ and thickness $dR$ takes the fraction $n\bar\sigma\,dR$ of the photons. Summed over an unbounded sample this diverges, because the pair calculation ignores the attenuation and refraction caused by the other bodies. The fraction $n\bar\sigma\,dR$ holds for a far-zone shell if $n\bar\sigma R\ll1$ and also $(2\pi^2/3)\,nR_0^3\ll1$, with $R_0$ the Förster radius defined below. To first order in $n$, and with the averaged rate, acceptors close to the donor take the fraction $4\pi n\int_0^\infty R^2\,dR\,R_0^6/(R^6+R_0^6)=(2\pi^2/3)\,nR_0^3\approx6.6\,nR_0^3$ of the energy first, already about 6% at $nR_0^3=0.01$.

For $x\ll1$,

$$\frac{\langle\Gamma\rangle}{A_D}\to\frac{3\bar\sigma}{4\pi k^4R^6}=\left(\frac{R_0}{R}\right)^6,\qquad R_0^6=\frac{3\bar\sigma}{4\pi k^4},$$

which is Förster's law in vacuum with orientation factor $\langle\kappa_3^2\rangle=2/3$. In a transparent host of refractive index $n_r$, with $A_D$ and $\bar\sigma$ taken as their values in the host, $k$ becomes $n_rk$; $R_0^6$ then acquires $n_r^{-4}$ and the crossover moves inward by the factor $n_r$. The numbers of part (g) are for vacuum. Keeping the next term, $\langle\Gamma\rangle=A_D$ requires $(R_0/R)^6(1+x^2/3)=1$, so $R\approx R_0[1+(kR_0)^2/18]$.

With oscillator strengths $f=2m\omega|\boldsymbol\mu|^2/3\hbar e^2$ for non-degenerate levels, $|\boldsymbol\mu^D|^2|\boldsymbol\mu^A|^2=9\hbar^2e^4f_Df_A/4m^2c^2k^2$, and

$$\langle\Gamma\rangle=\frac{\pi e^4f_Df_A\,k^4J}{m^2c^2}\,S(kR).$$

Planck's constant has cancelled from this form of the rate. For degenerate levels one sums $|\boldsymbol\mu|^2$ over final and averages over initial components.

The outer terms of $S$ are equal when $3/x^6=1/x^2$, that is $x=3^{1/4}=1.31607$. The share of the middle term is

$$\frac{x^{-4}}{S}=\frac1{1+x^2+3/x^2}.$$

The two positive numbers $x^2$ and $3/x^2$ have the fixed product 3, so their sum is least, $2\sqrt3$, when they are equal, again at $x=3^{1/4}$. The greatest share is $1/(1+2\sqrt3)=0.22401$, and there each outer term has 0.388. The middle term therefore never dominates. The local exponent $-d\ln\langle\Gamma\rangle/d\ln R$ is the average of 6, 4 and 2 weighted by the three shares; it equals 4 at $x=3^{1/4}$, where the outer shares are equal, but only in passing from 6 to 2, and there is no extended $R^{-4}$ regime.

## (f) Why the principal value is wrong

*Find what a principal-value treatment of the pole predicts, and test the two prescriptions on a model whose dynamics can be followed in time.*

**Solution.** Define the spectral function

$$f_{ij}(p)=\frac{p^3}{4\pi^2}\int d\Omega\,(\delta_{ij}-\hat p_i\hat p_j)\,e^{i\mathbf p\cdot\mathbf R},$$

which is real because the projector is even in $\hat{\mathbf p}$. Part (a) then reads $V=\int_0^\infty dp\,f(p)[(k-p+i0)^{-1}-(k+p)^{-1}]$. Using $(k-p+i0)^{-1}=\mathrm P(k-p)^{-1}-i\pi\delta(k-p)$, the principal value gives $\operatorname{Re}V$ and the delta function gives $\operatorname{Im}V=-\pi f(k)$. The principal-value prescription thus discards the photons on the energy shell and replaces $e^{ikR}/R$ by the standing wave $\cos(kR)/R$. In the near zone $\operatorname{Im}V\sim k^3$ is negligible against $R^{-3}$ and the error is invisible. In the far zone $\operatorname{Re}V_T\to-k^2\cos x/R$, and the predicted rate goes as $\cos^2x/x^2$, half the radiative value on average and nearly zero on a set of spheres through which light certainly passes.

For the test, take identical real dipoles $\mu$, parallel and perpendicular to $\hat{\mathbf R}$, with $E_D=E_A=\hbar ck$, and keep the states $|D^*\rangle$, $|A^*\rangle$ and one-photon states. A also decays irreversibly into a flat internal continuum, the sink, at rate $\gamma$, which adds $-i\hbar\gamma/2$ to its energy. The squared couplings are multiplied by a window $W(p)=e^{-(p-k)^2/w^2}$ to keep the number of modes finite. Eliminating the photon components from $(z-H)G=1$ is exact and gives, with $\epsilon=E-\hbar ck$, $G_D=\langle D^*|G|D^*\rangle$ and $G_A=\langle A^*|G|D^*\rangle$,

$$(\epsilon-\Sigma_0)\,G_D-\Sigma_R\,G_A=1,\qquad(\epsilon+\tfrac{i}{2}\hbar\gamma-\Sigma_0)\,G_A-\Sigma_R\,G_D=0,$$

where $\Sigma_R=\mu^2\int dp\,W f_T(p)/(E/\hbar c-p+i0)$ and $\Sigma_0$ is the same with $R=0$. On shell $\operatorname{Im}\Sigma_0=-\hbar A_0/2$, with $A_0=4k^3\mu^2/3\hbar$; the small real part shifts both levels equally.

Although only the first ordering is present, $\Sigma_R$ equals the full $M=\mu^2V_T$ when $wR$ is large. Let $V_T(p)$ denote $V_T$ with $k$ replaced by $p$, so that $f_T(p)=-[V_T(p)-V_T(p)^*]/2\pi i$, where $V_T(p)$ is $e^{ipR}$ times a polynomial. Extend the integral to negative $p$, where $W$ is negligible. For the $e^{ipR}$ term move the path up to $\operatorname{Im}p=w^2R/2$, where $|We^{ipR}|\le e^{-w^2R^2/4}$; crossing the pole at $p=k+i0$ contributes $2\pi i\,[-V_T(k)]$, and the prefactor $-1/2\pi i$ turns this into $V_T(k)$. The $e^{-ipR}$ term moves down and meets no pole. (Without a window, the second ordering performs this extension exactly: $f$ is odd in $p$, so $-\int_0^\infty f(p)\,dp/(k+p)=\int_{-\infty}^0f(p)\,dp/(k-p)$.)

To lowest order in $M$, with $\epsilon=\hbar\nu$, $a=A_0/2$ and $b=(\gamma+A_0)/2$, the equations give $G_A=M/[\hbar^2(\nu+ia)(\nu+ib)]$. The probability that ends in the sink is $P=\gamma\int_0^\infty|c_A|^2dt$, and Parseval's theorem applied to the inversion formula of part (a) gives $\int|c_A|^2dt=(\hbar/2\pi)\int|G_A|^2dE$. By partial fractions and $\int d\nu\,(\nu^2+a^2)^{-1}=\pi/a$,

$$\int\frac{d\nu}{2\pi}\frac1{(\nu^2+a^2)(\nu^2+b^2)}=\frac{1}{b^2-a^2}\left(\frac1{2a}-\frac1{2b}\right)=\frac1{2ab(a+b)} .$$

With $2ab(a+b)=A_0(\gamma+A_0)(\gamma+2A_0)/4$,

$$P=\frac{4\gamma|M|^2}{\hbar^2A_0(\gamma+A_0)(\gamma+2A_0)}\;\to\;\frac{\Gamma}{A_0}\quad(\gamma\gg A_0),\qquad\Gamma=\frac{4|M|^2}{\hbar^2\gamma}.$$

This $\Gamma$ is the golden rule of part (d) for a sharp donor and a Lorentzian acceptor, whose peak height is $g_A=2/\pi\gamma$.

The Schrödinger equation of this model was integrated in time by a fourth-order Runge–Kutta method on a discrete set of real mode frequencies, so that no pole prescription entered. The inputs were $A_0=0.003\,ck$, $\gamma=0.03\,ck$, $w=0.17\,k$. In units $\hbar=c=k=1$, $\mu^2=3A_0/4=0.00225$ and the formula reads $P=0.17045\,|V_T|^2$, from $4(0.03)(0.00225)^2/[(0.003)(0.033)(0.036)]$. At $x=29.8116$, a zero of $\operatorname{Re}V_T$, $|V_T|^2=(1-x^2+x^4)/x^6=1.1239\times10^{-3}$ and $P=1.9158\times10^{-4}$. The propagation gave $1.9317\times10^{-4}$, while the principal value predicts zero (numerically $3\times10^{-34}$). At $x=31.3840$, a zero of $\operatorname{Im}V_T$ where the prescriptions coincide, both predict $1.7288\times10^{-4}$ and the propagation gave $1.7420\times10^{-4}$.

The propagated yields are about 0.8% high in both cases. The energy dependence of $\Sigma_0$, neglected above, accounts for the sign and rough size. In the same units $\operatorname{Re}\Sigma_0\approx(A_0/2\pi)\,\mathrm P\!\int W(k+\epsilon-s)\,ds/s$, whose slope at $\epsilon=0$ is $(A_0/2\pi)\int(2/w^2)e^{-s^2/w^2}ds=A_0/\sqrt\pi w=0.010$. Replacing $\epsilon$ by $\epsilon/Z$ with $Z=1.010$ multiplies $|G_A|^2$ by $Z^4$ and each of $a$, $b$ by $Z$, so $P$ gains one factor $Z$. Off shell, the residue that gave $\Sigma_R=M$ carries the window, so $|\Sigma_R|^2$ has the factor $e^{-2\epsilon^2/w^2}$. The weight $1/[(\nu^2+a^2)(\nu^2+b^2)]$ has $\langle\nu^2\rangle=ab=2.5\times10^{-5}$, so this lowers $P$ by about $2ab/w^2=0.17\%$, and the two effects together give about 0.8%.

The same equations show how $\Gamma$ is related to the donor's decay rate. Solve for $G_D$ near $\epsilon=0$ with $\gamma\gg A_0$, $|M|\ll\hbar\gamma$ and $A_0R/c\ll1$. The last condition lets $M$ be taken on shell: at the donor pole $\epsilon\approx-i\hbar A_0/2$ the phase $e^{2ikR}$ in $M^2$ acquires the factor $e^{A_0R/c}$, which is about 1.1 for the inputs above. Then

$$G_D^{-1}=\epsilon+\tfrac i2\hbar A_0-\frac{M^2}{i\hbar\gamma/2}=\epsilon+\tfrac i2\hbar\left[A_0+\frac{4M^2}{\hbar^2\gamma}\right].$$

The acceptor changes the donor's decay rate by $4\operatorname{Re}(M^2)/\hbar^2\gamma$, which involves $M^2$ and not $|M|^2$. In the near zone, where the full $M$ with both orderings must be inserted, $M$ is nearly real. As long as $|M|\ll\hbar\gamma$ the change then equals $\Gamma$, and transfer shortens the donor lifetime. In the far zone $M^2\propto e^{2ix}$, and the change oscillates with distance between about $+\Gamma$ and $-\Gamma$, with mean close to zero. On average over distance, A is therefore fed there out of light that D would have emitted anyway, and $A_D+\Gamma$ is not in general the donor's decay rate.

## (g) A worked example

*Take as chosen inputs $\lambda=433$ nm, $|\boldsymbol\mu^D|=|\boldsymbol\mu^A|=\mu=1.4$ D $=1.40\times10^{-18}$ esu cm (a model single non-degenerate transition), and coincident Gaussian lines of full width at half maximum $100\ \mathrm{cm^{-1}}$. Evaluate the rate from 5 nm to 500 nm.*

**Solution.** The constants are $\hbar=1.054572\times10^{-27}$ erg s, $c=2.997925\times10^{10}$ cm/s, $m=9.109384\times10^{-28}$ g, $e=4.803205\times10^{-10}$ esu. Then $k=2\pi/\lambda=1.45108\times10^5\ \mathrm{cm^{-1}}$, $1/k=68.914$ nm and $\omega=ck=4.35023\times10^{15}\ \mathrm{s^{-1}}$.

A Gaussian $e^{-\Delta^2/2s^2}/s\sqrt{2\pi}$ has full width $2s\sqrt{2\ln2}$, so $s=2\pi c\,(100\ \mathrm{cm^{-1}})/(2\sqrt{2\ln2})=7.99913\times10^{12}\ \mathrm{s^{-1}}$ and $s/\omega=1.839\times10^{-3}$. The overlap is

$$J=\int\frac{e^{-\Delta^2/s^2}}{2\pi s^2}\,d\Delta=\frac1{2\sqrt\pi\,s}=3.52657\times10^{-14}\ \mathrm s .$$

With $\mu^2=1.96\times10^{-36}$ and $3\hbar=3.16372\times10^{-27}$ in cgs units,

$$f=\frac{2(9.10938\times10^{-28})(4.35023\times10^{15})(1.96\times10^{-36})}{(3.16372\times10^{-27})(4.80321\times10^{-10})^2}=0.02128,$$

$$A_D=\frac{4(1.45108\times10^5)^3(1.96\times10^{-36})}{3.16372\times10^{-27}}=7.57172\times10^6\ \mathrm{s^{-1}},$$

a lifetime of 132.07 ns, and

$$\bar\sigma=\frac{4\pi^2(1.45108\times10^5)(1.96\times10^{-36})(3.52657\times10^{-14})}{3.16372\times10^{-27}}=1.25159\times10^{-16}\ \mathrm{cm^2}.$$

The prefactor of $S$ is $A_D\bar\sigma k^2/4\pi=(7.57172\times10^6)(1.25159\times10^{-16})(1.45108\times10^5)^2/4\pi=1.5879\ \mathrm{s^{-1}}$. The Förster radius follows from $R_0^6=3(1.25159\times10^{-16})/[4\pi(1.45108\times10^5)^4]=6.739\times10^{-38}\ \mathrm{cm^6}$, so $R_0=6.3792$ nm and $kR_0=0.09257$. The estimate of part (e) puts $\langle\Gamma\rangle=A_D$ at $6.3792\,(1+0.09257^2/18)=6.382$ nm, and numerical root finding on the full law gave 6.3823 nm. The crossover lies at $1.31607\times68.914=90.696$ nm.

| $R$ (nm) | $x$ | $S(x)$ | $\langle\Gamma\rangle$ (s$^{-1}$) | $\langle\Gamma\rangle/A_D$ |
|---|---|---|---|---|
| 5 | 0.07255 | $2.0602\times10^{7}$ | $3.2715\times10^{7}$ | 4.3207 |
| 20 | 0.29022 | $5.1738\times10^{3}$ | $8.2157\times10^{3}$ | $1.0850\times10^{-3}$ |
| 90.696 | 1.31607 | 1.4880 | 2.3629 | $3.1207\times10^{-7}$ |
| 500 | 7.25541 | $1.9378\times10^{-2}$ | $3.0771\times10^{-2}$ | $4.0639\times10^{-9}$ |

The shares of the three terms, and the ratio of the principal-value rate (the average taken with $\operatorname{Re}V$) to the true one, are:

| $R$ (nm) | $3x^{-6}$ | $x^{-4}$ | $x^{-2}$ | PV/true |
|---|---|---|---|---|
| 5 | 0.99824 | 0.00175 | $9.2\times10^{-6}$ | 1.0000 |
| 20 | 0.97046 | 0.02725 | 0.0023 | 0.9999 |
| 90.696 | 0.38800 | 0.22401 | 0.3880 | 0.7554 |
| 500 | 0.00106 | 0.01862 | 0.9803 | 0.2193 |

At 5 nm Förster's law gives $(6.3792/5)^6=4.313$, and dividing by the share 0.99824 restores 4.3207. If emission is the only other decay channel of D, A disposes of the energy irreversibly, orientations are averaged rapidly, and the line widths are homogeneous, the transfer efficiency is $4.3207/5.3207=0.81$. A static spread of level positions would make $\Gamma$ differ from pair to pair and lower the mean efficiency. Without irreversible disposal, transfer back from A to D must be included, at a rate set by the overlap of A's emission line with D's absorption line. At 20 nm the three terms are $5021+141+11.9=5174$, so Förster's law is already 3% low at $kR\approx0.3$, mostly through the middle term. At 500 nm the intercepted fraction is $1.25159\times10^{-16}/[4\pi(5\times10^{-5})^2]=3.9839\times10^{-9}$, and the bracket $1+1/x^2+3/x^4=1+0.01900+0.00108$ raises it to $4.0639\times10^{-9}$. The principal value is harmless at 20 nm and loses a quarter of the rate at the crossover. The loss of nearly four fifths at 500 nm depends on the phase $x$ at that particular distance: by part (f) the ratio oscillates in the far zone roughly as $\cos^2x$, between nearly zero and nearly one, with mean one half.

The conditions of part (d) are met. The root-mean-square coupling, as a wavenumber, is $6.45\times10^{-2}\ \mathrm{cm^{-1}}$ at 5 nm and $1.98\times10^{-6}\ \mathrm{cm^{-1}}$ at 500 nm, far below the $100\ \mathrm{cm^{-1}}$ width. This comparison presumes that the width is homogeneous; if it is a spread of static level positions, the formula gives an ensemble mean, and the golden rule for a given pair must be justified with the narrower homogeneous width. The narrow-band step was tested by integrating $\langle|M(\omega)|^2\rangle F_Dg_A$ over frequency by quadrature. At 5 and 20 nm the results agree to six figures, since the static coupling does not depend on $\omega$. At 500 nm the quadrature gave $3.07713\times10^{-2}$ against $3.07710\times10^{-2}\ \mathrm{s^{-1}}$. There $|M|^2\propto\omega^4$, the product of the two Gaussians has variance $s^2/2$, and $\langle(1+\Delta/\omega)^4\rangle\approx1+6\,s^2/2\omega^2=1+3(1.839\times10^{-3})^2=1+1.0\times10^{-5}$, which is the difference found.

## Computed values

```
x=0.3000: mode-sum rel.err 8.1e-14, average/formula 1.000000000
x=1.3161: mode-sum rel.err 6.2e-14, average/formula 1.000000000
x=4.0000: mode-sum rel.err 8.1e-15, average/formula 1.000000000
x=10.0000: mode-sum rel.err 3.9e-14, average/formula 1.000000000
share of non-resonant ordering in V_L at x=0.001: 0.4997
R^6 (|V_L|^2 + 2|V_T|^2) = 2*y**4 + 2*y**2 + 6
static <kappa^2> = 0.666667
middle-term share largest at x = 1.31607, share = 0.22401
dynamics model (units ck): A=0.003, gamma=0.03, window=0.17
Re V_T=0, x=29.8116: yield 1.9317e-04, +i0 1.9158e-04, PV 3.4508e-34
Im V_T=0, x=31.3840: yield 1.7420e-04, +i0 1.7288e-04, PV 1.7288e-04
hbar = 1.054572e-27 erg s, c = 2.997925e+10 cm/s
m = 9.109384e-28 g, e = 4.803205e-10 esu
inputs: lambda = 433 nm, mu = 1.4 D = 1.40e-18 esu cm, FWHM = 100 cm^-1
k = 1.45108e+05 cm^-1, 1/k = 68.914 nm, omega = 4.35023e+15 s^-1
Gaussian s = 7.99913e+12 s^-1, s/omega = 1.839e-03, J = 3.52657e-14 s
oscillator strength f = 0.02128
A_D = 7.57172e+06 s^-1, lifetime = 132.07 ns
sigma_bar = 1.25159e-16 cm^2
prefactor 4 pi k^6 mu^4 J/(9 hbar^2) = 1.58793e+00 s^-1
R0 = 6.3792 nm, k R0 = 0.09257, Gamma=A_D at 6.3823 nm
crossover x = 1.31607, R = 90.696 nm
Gamma/(A sigma/4 pi R^2) at x=1000: 1.00000100
R = 5.000 nm: x = 0.07255, S = 2.06023e+07
  shares x^-6, x^-4, x^-2: 0.99824 0.00175 9.221e-06
  rms|M| = 6.4507e-02 cm^-1, PV-only/true = 1.0000
  Gamma = 3.27149e+07 s^-1 (quadrature 3.27149e+07), Gamma/A = 4.3207e+00
R = 20.000 nm: x = 0.29022, S = 5.17383e+03
  shares x^-6, x^-4, x^-2: 0.97046 0.02725 2.295e-03
  rms|M| = 1.0222e-03 cm^-1, PV-only/true = 0.9999
  Gamma = 8.21568e+03 s^-1 (quadrature 8.21568e+03), Gamma/A = 1.0850e-03
R = 90.696 nm: x = 1.31607, S = 1.48803e+00
  shares x^-6, x^-4, x^-2: 0.38800 0.22401 3.880e-01
  rms|M| = 1.7336e-05 cm^-1, PV-only/true = 0.7554
  Gamma = 2.36289e+00 s^-1 (quadrature 2.36290e+00), Gamma/A = 3.1207e-07
R = 500.000 nm: x = 7.25541, S = 1.93780e-02
  shares x^-6, x^-4, x^-2: 0.00106 0.01862 9.803e-01
  rms|M| = 1.9784e-06 cm^-1, PV-only/true = 0.2193
  Gamma = 3.07710e-02 s^-1 (quadrature 3.07713e-02), Gamma/A = 4.0639e-09
```
